Why detector lag shifts a wide scanned line but keeps its width

**Question**

An electron beam is swept at constant speed across a wide line, and a detector that responds with a first-order lag records the signal. The edges of the line are read where the trace passes half height. Why does the lag displace both edges by the scan speed times the time constant times ln 2, so that the width comes out right and the position wrong?

**Answer**

**The mechanism**

A lagging detector reports what the beam met a short while ago. When the beam runs onto the line, the true signal jumps up, but the trace needs time to climb. By the time it reaches half height, the beam is already some distance inside the line, and the edge is recorded there. When the beam runs off the line, the true signal drops at once, but the trace needs time to fall. By the time it has come down to half height, the beam is already beyond the line, and this edge too is recorded late.

Both errors point along the scan. The first removes a strip from the front of the line and the second adds a strip at the back. The width is preserved if the two strips are equally wide, that is, if the detector takes as long to rise to half as to fall to half. This equality has to be shown, and it has conditions.

**The model**

Let the line occupy 0 < x < W, and let the beam move towards positive x with speed v, so that x = vt. The ideal signal s(x) is 0 outside the line and 1 inside, with abrupt edges. A real signal has a background level B and a line level P. It is B + (P − B)s, and because the detector is linear and reproduces a constant input unchanged, its output is B + (P − B)y, where y is the response to s. Setting the levels to 0 and 1 therefore loses nothing for the noise-free trace; the noise does depend on the background.

The detector obeys

τ dy/dt + y = s,

where τ is its time constant. Each reading is assigned to the place where the beam is at that instant, with no correction for delay. The detector has settled at the background before the beam arrives, and half height means y = 1/2, midway between the true flat levels.

Since x = vt, dy/dt = v dy/dx. With the lag length L = vτ, the equation becomes

L dy/dx + y = s(x).

Time has dropped out: speed and time constant act through their product alone. To solve the equation, divide by L and multiply by exp(x/L). The left side is then the derivative of a product:

d/dx [y exp(x/L)] = (1/L) s(x) exp(x/L).

Integrate from far to the left, where y = 0, up to x. Then multiply by exp(−x/L) and write the integration point as x − u:

y(x) = ∫₀^∞ (1/L) exp(−u/L) s(x − u) du.

The trace is a weighted average of the signal at places already passed. The weights add up to one, and the mean distance looked back is ∫₀^∞ (u/L) exp(−u/L) du = L.

**The two crossings**

Inside the line, the average includes the part of the past with 0 < u < x:

y(x) = ∫₀^x (1/L) exp(−u/L) du = 1 − exp(−x/L).

Setting this equal to 1/2 gives exp(−x/L) = 1/2, so the entry edge is recorded at

x₁ = L ln 2.

When the beam reaches the far edge, the trace stands at 1 − q, with q = exp(−W/L). Beyond that edge s = 0, so the trace decays from this value:

y(x) = (1 − q) exp[−(x − W)/L].

Setting this equal to 1/2 gives exp[(x − W)/L] = 2(1 − q), and hence

x₂ = W + L ln 2 + L ln(1 − q).

This crossing exists if the trace has risen above 1/2, which requires q < 1/2, or W > L ln 2. For a wide line, W ≫ L, the last term is close to −Lq and exponentially small. Then

x₁ = vτ ln 2,  x₂ = W + vτ ln 2.

The recorded width is x₂ − x₁ = W. The recorded centre is W/2 + vτ ln 2, displaced by the full shift.

The factor is ln 2 and not 1 because τ is not the time to reach half. After one time constant a rising exponential has covered 1 − 1/e, about 63%, of its path. Half is reached earlier, after τ ln 2.

**Why the two delays agree**

The equality does not depend on the exponential form. Let R(x) be the response to a single upward step at x = 0. Near the far edge of a wide line, the signal is a constant 1 minus an upward step at W. If the detector also behaves in the same way throughout the scan, linearity and the faithful response to a constant give

y(x) = 1 − R(x − W).

The fall is the complement of the rise. "Fallen to half" means 1 − R = 1/2, and "risen to half" means R = 1/2. These are the same condition, so they are met after the same delay. Here "wide" means long compared with the slowest part of the response. If a tenth of the response had a lag length of 100 nm, as a slow afterglow could give, and the rest 4 nm, a 60 nm line read at the fixed half level would come out about 0.5 nm too narrow. The exponential enters when that delay is evaluated.

The half level is essential. At another fraction f of full height, the entry condition 1 − exp(−x/L) = f and the exit condition exp[−(x − W)/L] = f give the delays

entry: L ln[1/(1 − f)],  exit: L ln(1/f).

Their difference is the change of width,

Δw = L ln[(1 − f)/f].

It vanishes at f = 1/2. A lower threshold makes the line look wider, because the trace passes a low level early on the way up and late on the way down. A higher threshold makes it look narrower.

**When the line is not wide**

If W is only a few times L, the trace does not reach its flat level before the beam leaves. "Half height" then has two meanings. At the fixed level 1/2, the results above give the width error

Δw = L ln(1 − q),

which is negative: the trace starts its fall from below 1 and reaches 1/2 too soon.

If the threshold is instead half the recorded peak, the level is (1 − q)/2. At entry, 1 − exp(−x/L) = (1 − q)/2 gives exp(−x/L) = (1 + q)/2, so

x₁ = L ln 2 − L ln(1 + q).

At exit the trace has to fall to half of its own starting value, which takes the distance L ln 2 whatever that value is. The width error is now

Δw = L ln(1 + q),

which is positive. The sign of the error thus depends on how the threshold is set, while for W ≫ L both errors disappear.

Neighbouring lines set a similar condition. At a distance S behind a line, its remaining trace is at most exp(−S/L), so the spaces must also be long compared with L. If they are, equal lines all shift by the same amount, and the distance from one to the next is preserved.

**Reversing the scan**

If the beam moves towards negative x, it enters at W and leaves at 0. The delays still point along the motion, so a wide line is recorded with edges at −L ln 2 and W − L ln 2. The two centres are

forward: W/2 + L ln 2,  backward: W/2 − L ln 2.

Their mean is the true centre, and their difference is 2L ln 2. Comparing the two directions therefore reveals a bias that the width of a single scan cannot show. A pure delay T in the electronics would add vT to each shift and 2vT to the difference, so the comparison measures the total delay and does not by itself identify τ.

**The numbers**

Take a line of width W = 60 nm, pixels of 1 nm, a dwell time of 50 ns per pixel and τ = 200 ns. Then

v = 1 nm / 50 ns = 20 nm/μs,
L = 20 nm/μs × 0.200 μs = 4 nm,
L ln 2 = 4 nm × 0.6931 = 2.77 nm.

In time, the delay is 200 ns × 0.6931 = 139 ns. The line is 15 lag lengths wide, and the formula gives a width error of −1.2 × 10⁻⁶ nm, which is of no practical importance.

Direct integration of the detector equation puts the forward edges at 2.77 and 62.77 nm. The width is 60.00 nm, and the centre is at 32.77 nm instead of 30 nm. In the backward scan the edges lie at −2.77 and 57.23 nm, with the centre at 27.23 nm. The centres differ by 5.55 nm, twice the shift.

Doubling the speed with τ and W held fixed doubles L to 8 nm. The integrated shifts become 5.545 nm at entry and 5.541 nm at exit. The small disagreement is the finite-width term: the line is now only 7.5 lag lengths wide, and 8 nm × ln(1 − exp(−7.5)) is about −0.004 nm.

Back at the original speed, moving the threshold to f = 0.30 gives shifts of 1.43 nm at entry and 4.82 nm at exit. The line appears 3.39 nm too wide, although the detector has not changed.

For a narrow line of 8 nm, q = exp(−2) = 0.135, and the trace peaks at 0.865 of the flat level. The width error is −0.58 nm at the fixed half level and +0.51 nm at half the recorded peak. The numerical output lists these cases with more digits.

**Blurred edges: the factor moves from ln 2 towards 1**

A beam of finite size blurs the edge before the detector sees it. Let the blurred rise be Φ(x/σ), where Φ is the cumulative normal distribution and σ the blur length. Blur alone leaves the half-height point at x = 0. With lag,

y(x) = ∫₀^∞ (1/L) exp(−u/L) Φ((x − u)/σ) du.

Integrate by parts, using (1/L) exp(−u/L) = −d/du exp(−u/L). With φ for the normal density, this gives

y(x) = Φ(x/σ) − ∫₀^∞ exp(−u/L) (1/σ) φ((x − u)/σ) du.

In the remaining integral, complete the square in the exponent:

−u/L − (u − x)²/(2σ²) = −(u − x + σ²/L)²/(2σ²) − x/L + σ²/(2L²).

What is left is a normal density centred at x − σ²/L, integrated over u > 0, which yields Φ(x/σ − σ/L). The half-height condition is therefore

Φ(x/σ) − exp[−x/L + σ²/(2L²)] Φ(x/σ − σ/L) = 1/2.

For σ ≪ L, both Φ are close to 1 at the crossing. The exponential must then equal 1/2, and

x ≈ L ln 2 + σ²/(2L).

For σ ≫ L, the rise is nearly straight over the distance that the detector looks back. Near half height, Φ((x − u)/σ) ≈ 1/2 + (x − u)/(σ√(2π)). Averaging over u replaces u by its mean L, so y = 1/2 at x ≈ L. A slow ramp is delayed by the mean delay τ, whereas a sharp step reaches half after τ ln 2.

With L = 4 nm and σ = 1 nm, the shift is 2.90 nm, and the small-blur formula agrees to about 0.001 nm. With σ = 20 nm it is 3.95 nm, close to L. The width is preserved in both cases, 60.00 nm for the first and 300.00 nm for a line of that true width in the second. The reason is again the complement: the same blur acts on both edges, so the falling edge is 1 − Φ((x − W)/σ), which is one minus the rising edge moved to W. The factor ln 2 thus belongs to edges that are sharp compared with L, while the preserved width needs only equal blur at both edges and a line wide compared with both L and σ. A 60 nm line with σ = 20 nm does not quite meet this and comes out about 0.17 nm too narrow.

**Bright edges: the width is no longer kept**

In secondary-electron images the edges of a line are often brighter than its top, because electrons escape more easily near a side wall. A simple model for the signal inside the line is

s(x) = 1 + A exp(−x/d) + A exp[−(W − x)/d],

with relative height A and decay length d. Without lag, the half-level crossings would still lie at 0 and W. With lag, the rise and the fall are no longer complements: the detector climbs towards a raised signal and later falls from a raised value.

Near the entry edge of a wide line, the distant bright edge can be dropped. The driving term A exp(−x/d) produces a response C exp(−x/d) with C(1 − L/d) = A, so C = Ad/(d − L) for d ≠ L. Adding the decaying solution that makes y(0) = 0 gives

y(x) = 1 − exp(−x/L) + [Ad/(d − L)] [exp(−x/d) − exp(−x/L)].

The added term is positive, so half height is reached earlier than L ln 2. At the exit edge, the average over the past gives

y(W) = 1 + A ∫₀^∞ (1/L) exp(−u/L − u/d) du = 1 + Ad/(d + L).

Decay from this value to 1/2 takes the distance

L ln{2[1 + Ad/(d + L)]},

which is longer than L ln 2. The line is recorded too wide.

For A = 0.5 and d = 5 nm, y(W) = 1 + 2.5/9 = 1.278, and the exit shift is 4 nm × ln 2.556 = 3.75 nm. The entry shift is 1.74 nm. The width grows by 2.01 nm, while the centre is displaced by 2.75 nm. That this is close to 2.77 nm is a result for these parameters and not a general rule. Since the profile is symmetric, the backward trace is the mirror image of the forward one, and the mean of the two centres is still the true centre. The excess width is the same in both directions and does not average out.

**Pixels and noise**

Suppose each pixel value is the average of the trace over a pixel of length p and is assigned to the pixel centre. For x > p/2, averaging exp(−z/L) from x − p/2 to x + p/2 multiplies exp(−x/L) by sinh(a)/a, with a = p/(2L). The half-height condition gives

x = L ln[2 sinh(a)/a].

This is the crossing of the smooth exponential curve on which the pixel values lie, so it holds if the edge is read from that curve and not from straight lines joining the pixels. Here a = 0.125, and the shift rises by just 0.01 nm, to 2.78 nm. Assigning the value to the end or the start of the pixel would matter more, since it moves both edges by half a pixel, +0.5 or −0.5 nm. All this assumes a continuously swept beam. If the beam steps from pixel to pixel and the edges are sharper than a pixel, each edge is located only to about ±0.5 pixel, depending on where it falls on the grid, and the width is affected too. A blur of about one pixel removes most of this.

Shot noise is a larger concern. Let detected electrons arrive independently at rate r on the line and not at all outside it. Each adds exp(−a′/τ)/(rτ) to the trace, where a′ is the time since its arrival. The number arriving in a short interval has a variance equal to its mean, so the variance of the trace is

Var y = (1/(r τ²)) ∫ exp(−2a′/τ) da′.

At the entry crossing the beam has been on the line for τ ln 2, so a′ runs from 0 to τ ln 2. The integral is (τ/2)(1 − 1/4) = 3τ/8, and Var y = 3/(8rτ). At the exit crossing the pulses are all older than τ ln 2. The integral is (τ/2)(1/4) = τ/8, and Var y = 1/(8rτ).

A detected current of 10 pA means r = 62.4 electrons per μs, or 12.5 per time constant. The standard deviations of the level are 0.173 at entry and 0.100 at exit; simulated independent arrivals give 0.173 and 0.099. In a real instrument, several secondary electrons released by the same primary electron can be detected together, which raises the noise above this estimate. The slope of the trace at half height has magnitude 1/(2L), so a small level error corresponds to a position error 2L = 8 nm times as large. This linear estimate gives 1.39 nm at entry and 0.80 nm at exit for one trace, comparable with the shift itself. It is only a guide to the size of the scatter, because a single trace this noisy can cross the half level several times and then has no unique edge. If 1000 independent traces across the same straight edges are averaged before the crossings are read, the scatter falls by √1000, to 0.04 and 0.03 nm. The lag shift is the same in every trace and remains. These figures assume no signal outside the line; with a background of half the line level and the same rate on the line, the averaged scatter grows to about 0.09 and 0.08 nm.

**Beside a real instrument**

The example lies in the rough regime of a scanning electron microscope for measuring linewidths, where pixels near a nanometre, dwell times of tens to hundreds of nanoseconds and currents of some picoamperes are plausible. A time constant of 200 ns is deliberately slow. A fast detection chain can respond in some tens of nanoseconds, and at 20 ns with the same speed the sharp-edge shift would be a tenth as large, about 0.28 nm. Then, however, L = 0.4 nm is smaller than the pixel and than a blur of 1 nm, so the edges are no longer sharp compared with L. Averaging over a 1 nm pixel gives about 0.35 nm and a blur σ = 1 nm about 0.38 nm, close to vτ itself. One assumption that bright edges break is the flat top. With the bright edges chosen here and the threshold at half the flat top, that changes the width from 60 to 62 nm. The size depends on the threshold rule: at half of the recorded peak on each side the excess is about 0.9 nm, and at half of the highest peak about 0.3 nm. For a wide, flat-topped line read at half height, an unchanged width therefore gives no evidence that the position is free of lag.

Calculated quantities

```
True line width: 60.0 nm
Pixel: 1.0 nm; dwell: 50 ns
Detector time constant: 200 ns
Scan speed: 20.0 nm/us
Lag length L: 4.000 nm; width/L: 15.00
ln 2: 0.693147; predicted shift: 2.7726 nm
Predicted delay in time: 138.63 ns
Forward entry and exit edges: 2.7726, 62.7726 nm
Forward recorded width: 60.0000 nm
Width error from formula: -1.224e-06 nm
Forward centre: 32.7726 nm
Backward left and right: -2.7726, 57.2274 nm
Backward centre: 27.2274 nm
Centre difference: 5.5452 nm
Doubled speed, entry shift: 5.5452 nm
Doubled speed, exit shift: 5.5408 nm
Threshold fraction: 0.30
Its entry and exit shifts: 1.4267, 4.8159 nm
Its width change: 3.3892 nm
Narrow line width: 8.0 nm; q: 0.1353
Narrow line recorded peak: 0.8647 of flat top
Narrow width error, fixed half level: -0.5817 nm
Narrow width error, half of peak: 0.5077 nm
Small blur sigma: 1.0 nm; shift: 2.8964 nm
Small-blur estimate of shift: 2.8976 nm
Small-blur recorded width: 60.0000 nm
Large blur sigma: 20.0 nm; shift: 3.9517 nm
Large-blur line, true width 300 nm: 300.0000 nm
Bright edge height: 0.50; decay length: 5.0 nm
Bright-edge entry shift: 1.7408 nm
Bright-edge exit shift: 3.7531 nm
Bright-edge width growth: 2.0123 nm
Bright-edge centre bias: 2.7470 nm
Shift with pixel averaging: 2.7830 nm
Added by pixel averaging: 0.0104 nm
Detected current: 10.0 pA
Pulse rate: 62.42 per us
Pulses per time constant: 12.48
Level noise at entry, exit: 0.1733, 0.1001
Simulated level noise at entry: 0.1726
Simulated level noise at exit: 0.0991
One-trace entry position scatter: 1.387 nm
One-trace exit position scatter: 0.801 nm
Number of averaged traces: 1000
Averaged entry scatter: 0.0438 nm
Averaged exit scatter: 0.0253 nm
```
